Normal Modes and the Null Vectors of the Mass-Weighted Hessian

A water molecule floats in empty space. Its three nuclei have nine coordinates, so a calculation of small motions about equilibrium returns nine eigenvalues. Three belong to vibrations. The other six vanish, although nobody told the calculation to leave them out. If the same matrix is built at a slightly wrong geometry, three of those six zeros in general disappear. These notes find out why, starting with two atoms.

The nuclei move classically on a potential V that depends on their positions alone, is twice continuously differentiable near the geometries considered, and does not change when the whole molecule is shifted or turned. There is no external field.

**1. Two atoms**

Let V = v(r), with r the distance between the atoms. At separation r₀, give atom 2 a displacement relative to atom 1: ζ along the bond and η across it. To second order,

r = √((r₀+ζ)² + η²) ≈ r₀ + ζ + η²/(2r₀).

Putting this into v(r) ≈ v + v′(r−r₀) + ½v″(r−r₀)² and keeping second-order terms gives

V ≈ v + v′ζ + ½v″ζ² + ½(v′/r₀)η².

A sideways displacement begins a rotation, and its stiffness is v′/r₀. This vanishes when v′ = 0, at a stationary point. If the bond is stretched, so that v′ > 0, the sideways step costs energy in second order, because a straight step lengthens the bond slightly.

Now take v′ = 0, write k = v″, and consider motion along the bond. With displacements u₁ and u₂, Newton's equations are

m₁ü₁ = −k(u₁−u₂), m₂ü₂ = −k(u₂−u₁).

Set q₁ = √m₁ u₁ and q₂ = √m₂ u₂, and divide each equation by the root of its mass:

q̈₁ = −(k/m₁)q₁ + (k/√(m₁m₂))q₂
q̈₂ = (k/√(m₁m₂))q₁ − (k/m₂)q₂.

The matrix is now symmetric. For q = (√m₁, √m₂), which means equal displacements, both right sides vanish: this is translation. The perpendicular vector is (√m₂, −√m₁). In the first equation it gives

−(k√m₂/m₁ + k/√m₂) = −k(1/m₁+1/m₂)√m₂,

and the second equation gives the same factor. Hence ω² = k(1/m₁+1/m₂). If m₂ grows without limit, ω² tends to k/m₁: one atom on a spring fixed to a wall.

**2. Any number of atoms**

Collect the 3N Cartesian coordinates in x. Let g be the gradient of V, H its matrix of second derivatives (the Hessian), and M the diagonal matrix in which each nuclear mass appears three times. At a stationary point x₀ we have g(x₀) = 0, so for a small displacement u = x − x₀ the gradient is Hu to first order. Newton's equation becomes

M ü = −H u.

Put u = M^(−1/2) q and multiply from the left by M^(−1/2):

q̈ = −F q, F = M^(−1/2) H M^(−1/2).

H is symmetric because second derivatives can be taken in either order, and the diagonal factors on both sides keep F symmetric. So F has 3N orthonormal eigenvectors with real eigenvalues, F lₖ = λₖ lₖ. Define Qₖ = lₖ·q. Then

Q̈ₖ = −lₖ·Fq = −(Flₖ)·q = −λₖQₖ.

Each Qₖ moves independently of the others:

λ > 0: Q = Q(0) cos ωt + (Q̇(0)/ω) sin ωt, with ω = √λ
λ = 0: Q = Q(0) + Q̇(0)t
λ < 0: Q = Q(0) cosh κt + (Q̇(0)/κ) sinh κt, with κ = √(−λ).

The first case is a vibration, the second is uniform drift, and the third in general runs away from the stationary point. In this harmonic approximation the Cartesian displacement in mode k is M^(−1/2)lₖ times Qₖ.

Away from a stationary point the equation has an extra constant term, −M^(−1/2)g. One can still diagonalize F there, but the results are not the normal modes of a molecule at rest.

**3. Translations**

Let t be a common shift: the same vector for every atom. Invariance says V(x+st) = V(x) for every x and every number s. Taking the gradient of both sides with respect to x gives

g(x+st) = g(x).

The forces are unchanged by a shift. Differentiating with respect to s at s = 0 gives

H(x) t = 0.

No stationarity was used, so this holds at every geometry. For the pair of atoms on a line it says that the rows of the matrix with entries k, −k and −k, k add to zero.

**4. Rotations**

Let R turn every atom through the angle θ about the unit vector n through the origin. Invariance says V(Rx) = V(x). By the chain rule, the gradient of the left side with respect to x is Rᵀg(Rx). Therefore Rᵀg(Rx) = g(x), and multiplication by R, with RRᵀ = 1, gives

g(Rx) = R g(x).

The forces turn with the molecule. This is where rotation differs from translation. For small θ, R = 1 + θA + …, where A replaces each atom's vector rᵢ by n×rᵢ. Differentiating at θ = 0 gives

H(x) A x = A g(x).

On the right stand the vectors n×gᵢ, with gᵢ the gradient for atom i. At a stationary point they vanish, and

H A x₀ = 0.

Away from it, the right side vanishes for every choice of n only if g = 0. For one particular n it can still vanish, when every gᵢ is parallel to n; in a nonlinear molecule that one rotation then remains a null vector. In a linear molecule n is then the molecular axis, and a rotation about it, with the origin on the axis, moves no atom, so it adds no null vector.

The two-atom case provides a check. Place the atoms on the z axis at z₁ and z₂ > z₁, and take n along y. Then n×r points along x, with components z₁ and z₂. The sideways stiffness v′/r₀ acts on their difference, so H gives −v′ and +v′ along x. The gradient along the bond is also −v′ and +v′, and n× turns it into the x direction. Both sides agree.

The general relation also gives the curvature along a rotational step. Since A is antisymmetric and −A² keeps the part of each vector perpendicular to n,

(Ax)·H(Ax) = (Ax)·(Ag) = Σᵢ rᵢ⊥·gᵢ.

The curvature comes from the forces that act as the straight step spreads the atoms away from the axis.

Water shows the effect. The electronic energy is computed by the restricted Hartree–Fock method in the 6-31G basis. This leaves out electron correlation, and the basis is small, so the wavenumbers below are harmonic values of this model and do not stand for measured ones. At an O–H length of 0.980 Å and an angle of 104.0°, the largest gradient component is 0.048 hartree/bohr. The largest element of H(n×r) has the same size, and the two sides of the relation differ by at most 7×10⁻⁸ hartree/bohr. Diagonalizing F gives three zeros and six nonzero values, the lowest three being 485, 607 and 788 cm⁻¹. The translations have survived; the rotations are no longer null vectors.

**5. How many independent null vectors?**

Return to a stationary point. If Hu = 0, put z = M^(1/2)u. Then

F z = M^(−1/2) H M^(−1/2) M^(1/2) u = M^(−1/2) H u = 0.

So the mass-weighted rigid displacements are null vectors of F. Symmetry guarantees these; a particular V may have further null vectors, as section 6 shows. There are three translations and three rotations, but they may be linearly dependent. A combination vanishes if

a + b×rᵢ = 0 for every atom i.

Subtracting two of these equations removes a:

b×(rᵢ−rⱼ) = 0.

If the atoms do not lie on one line, b would have to be parallel to two different directions. Hence b = 0, then a = 0, and all six vectors are independent. If there are at least two atoms and all of them lie on one line, b may point along that line; a is then fixed by b. One combination is lost and five vectors remain. For a single atom, any b is allowed, with a = −b×r, and three remain.

The inertia tensor says the same. Put the origin at the centre of mass, so Σmᵢrᵢ = 0. The scalar product of a mass-weighted translation along a unit vector e with a mass-weighted rotation is

Σmᵢ e·(n×rᵢ) = e·(n×Σmᵢrᵢ) = 0.

Two translations along e and e′ have the product (Σmᵢ) e·e′. Two rotations have the product

Σmᵢ(n×rᵢ)·(n′×rᵢ) = Σmᵢ[(n·n′)rᵢ² − (n·rᵢ)(n′·rᵢ)],

which is n·I n′, with I the inertia tensor. The number of independent vectors is therefore three plus the number of nonzero principal moments. For water at its minimum these are 1.82, 4.44 and 6.26 u bohr², which makes six. For carbon dioxide they are 0, 154.0 and 154.0 u bohr², which makes five.

**6. What remains**

Let w be perpendicular to every rigid vector z. Because F is symmetric,

z·(Fw) = (Fz)·w = 0,

so Fw is perpendicular to them too. F therefore acts within this internal space and can be diagonalized there. The dimension of the space is

3N − 6 for a nonlinear molecule,
3N − 5 for a linear one with N ≥ 2,
0 for one atom.

Two atoms give 6 − 5 = 1, the stretch of section 1.

Perpendicularity has a mechanical meaning. Let dᵢ = lᵢ/√mᵢ be the displacement of atom i in an internal mode l. The scalar product with a translation along a is Σ√mᵢ a·lᵢ = a·Σmᵢdᵢ. With a rotation it is Σmᵢ(n×rᵢ)·dᵢ = n·Σmᵢrᵢ×dᵢ. Since both vanish for every a and n,

Σmᵢdᵢ = 0, Σmᵢ rᵢ×dᵢ = 0.

To first order in the amplitude, an internal mode carries neither linear nor angular momentum.

Symmetry has fixed the number of internal modes, not the signs of their eigenvalues. All of them are vibrations if V rises in second order along every internal direction. Two linear chains of three atoms joined by springs show what else can happen. Each has 3·3 − 5 = 4 internal modes.

In the first chain, two unstretched springs join neighbours. A sideways displacement changes their lengths in second order, and so the energy in fourth order. The two bends, one in each transverse direction, have λ = 0. The count is seven zeros and two positive eigenvalues.

In the second chain, a stretched spring also joins the end atoms and holds the two bond springs in compression. Let the compressive force be f and the bond length r. By section 1, with v′ = −f, each bond has the sideways stiffness −f/r. Let the end atoms have mass m and the middle one 2m. Moving the ends by y and the middle by −y keeps the centre of mass at rest. Each bond then has a relative displacement of size 2y, and the outer spring has none. The energy change is

2·½·(−f/r)(2y)² = −4fy²/r.

It is negative, so the straight chain is a saddle. The count is two negative, five zero and two positive eigenvalues.

**7. Carbon dioxide by hand**

Number the oxygens 1 and 2, with carbon between them and the molecule along z. A half turn about z reverses x and y but not z, so H does not couple z to x or y. Three atoms always lie in a plane, so their mirror image is a turned copy and V is unchanged by a reflection as well. Reflection of x alone then removes the coupling between x and y. Each direction is thus a problem with three coordinates.

Along z, let a = H(O1z,O1z) and b = H(O1z,O2z). The two oxygens are identical and V does not change when they are exchanged, so H(O2z,O2z) = a. The translation (1,1,1), in the order O, C, O, is a null vector, so the oxygen–carbon element is −(a+b).

In the symmetric stretch the displacements are (1,0,−1). The oxygen row of Hd = λMd reads a − b = λm_O, while the carbon row gives zero on both sides. Hence

λ = (a−b)/m_O.

In the antisymmetric stretch both oxygens move by u. The condition Σmᵢdᵢ = 0 gives carbon the displacement −2(m_O/m_C)u. The oxygen row then reads

λm_O u = (a+b)u + (a+b)·2(m_O/m_C)u,
λ = (a+b)(1/m_O + 2/m_C).

Across the axis, let c = H(O1x,O1x) and e = H(O1x,O2x). Translation again fixes the oxygen–carbon element, as −(c+e). Rotation moves the atoms by amounts proportional to (1,0,−1), and at the stationary point this too is a null vector, so c − e = 0. The bend follows from the previous result with a+b replaced by c+e = 2c:

λ = 2c(1/m_O + 2/m_C).

It occurs twice, once along x and once along y. If m_C grows without limit, the antisymmetric stretch tends to (a+b)/m_O, as for oxygens moving against a fixed centre.

At the computed minimum the C–O length is 1.161 Å. In hartree/bohr², a = 1.06500, b = −0.13404 and c = 0.03559; the computed e equals c to the digits shown. The masses are m_O = 15.994915 u and m_C = 12 u, so 1/m_O + 2/m_C = 0.229187 u⁻¹. In hartree/(bohr² u),

symmetric: (1.06500 + 0.13404)/15.994915 = 0.07496
antisymmetric: (1.06500 − 0.13404)·0.229187 = 0.21336
bend: 2·0.03559·0.229187 = 0.01631.

The square root of one such unit corresponds to 5140.487 cm⁻¹. The symmetric stretch is therefore at √0.07496 × 5140.487 ≈ 1407 cm⁻¹. In the same way the antisymmetric stretch is at 2374 cm⁻¹ and the two bends are at 657 cm⁻¹. Diagonalizing the full 9×9 matrix gives these four values and five near zero.

**8. Water at its minimum**

The minimum lies at an O–H length of 0.950 Å and an angle of 111.55°. The three vibrational eigenvalues are 0.11418, 0.60202 and 0.65033 hartree/(bohr² u). The first gives √0.11418 × 5140.487 ≈ 1737 cm⁻¹, the bend. The others give the symmetric stretch at 3989 cm⁻¹ and the antisymmetric stretch at 4145 cm⁻¹. Curvatures taken from energies at displaced geometries agree with the three eigenvalues to within 0.03 %.

In the symmetric stretch, oxygen moves by −0.044 along the symmetry axis and each hydrogen by 0.350, in arbitrary units. The mass-weighted sum is

15.994915·(−0.044) + 2·1.007825·0.350 ≈ 0.002,

which is zero within the rounding of the displacements.

Three of the six rigid modes are printed near −2 cm⁻¹. The minus sign marks a negative eigenvalue, and the square root makes a tiny one look large: (2.2/5140.487)² is about 2×10⁻⁷. The remaining gradient, at most 3×10⁻⁷ hartree/bohr, can produce errors of this size through HAx = Ag. Its share was not separated from the numerical error of the Hessian.

**9. Why the rotation must be infinitesimal**

A null vector of H promises no second-order energy change along a straight line. A real rotation follows circles. For water, put the origin at the centre of mass and take n normal to the molecular plane. Every rᵢ is then perpendicular to n, so A²x₀ = −x₀, and a rotation by φ gives

R x₀ = cos φ x₀ + sin φ Ax₀.

Choose tan φ = θ. Then cos φ = 1/√(1+θ²), and

x₀ + θAx₀ = √(1+θ²) R x₀.

The straight step is a rotation followed by a uniform enlargement. The rotation costs nothing. The enlargement displaces the atoms by about (θ²/2)x₀ in the turned frame, and since g = 0,

ΔV ≈ ½(θ²/2)² x₀·Hx₀ = (θ⁴/8) x₀·Hx₀.

With x₀·Hx₀ = 3.7675 hartree and θ = 0.10, this gives 4.71×10⁻⁵ hartree. The computed rise is 4.63×10⁻⁵ hartree, 1.6 % below the leading-order law. At θ = 0.05 the shortfall is 0.4 %, as expected for a relative correction of order θ². A true rotation by 0.10 rad leaves the energy unchanged to numerical accuracy.

The mode solution has the same limit: its straight-line drift describes a rotation only while the angle turned is small. Within that limit, a trajectory of four atoms joined by springs, integrated from Newton's equations, agrees with the sum of six vibrations and six drifts: starting from random displacements and velocities of order 10⁻⁵ in reduced units, the displacement vector at t = 20 differs from the predicted one by 8×10⁻⁵ of the predicted vector's length. By that time the drifts make up nearly all of this length; the vibrational part is about 5 % of it, so measured against the vibrations alone the deviation is about 2×10⁻³. The numerical check tests the trajectory, together with the null vectors and the mode counts.

Table of computed values

```
one sqrt(hartree/(bohr^2 u)) = 5140.487 cm^-1
masses H, C, O: 1.007825 12.000000 15.994915 u
WATER, RHF/6-31G, nonstationary geometry
O-H 0.980 angstrom, angle 104.0 degrees
largest gradient component: 0.04801 hartree/bohr
largest element of H(n x r): 0.04801 hartree/bohr
largest element of n x g: 0.04801 hartree/bohr
largest difference of the two: 6.8e-08
largest element of H t: 2.8e-09 hartree/bohr^2
nine wavenumbers (cm^-1): -0.0 0.0 0.0 484.9 607.0 788.4 1865.3 3615.3 3701.0
WATER, RHF/6-31G, minimum
O-H 0.9496 angstrom, angle 111.55 degrees
energy: -75.985359 hartree
largest gradient component: 2.8e-07 hartree/bohr
largest element of H u, six rigid u: 2.9e-07
principal moments of inertia (u bohr^2): 1.8238 4.4375 6.2613
nine wavenumbers (cm^-1): -2.2 -2.1 -1.9 -0.0 0.0 0.0 1737.0 3988.5 4145.4
vibrational eigenvalues (hartree/(bohr^2 u)): 0.11418 0.60202 0.65033
mode 1737.0 cm^-1, (y,z) of O, H1, H2: (-0.000,0.075) (0.381,-0.593) (-0.381,-0.593)
mode 3988.5 cm^-1, (y,z) of O, H1, H2: (-0.000,-0.044) (0.613,0.350) (-0.613,0.350)
mode 4145.4 cm^-1, (y,z) of O, H1, H2: (-0.073,0.000) (0.583,0.397) (0.583,-0.397)
same eigenvalues from energy differences: 0.11418 0.60215 0.65047
x0.H.x0 = 3.7675 hartree
straight step 0.05 rad: rise 2.930e-06, theta^4 law 2.943e-06 hartree
straight step 0.10 rad: rise 4.633e-05, theta^4 law 4.709e-05 hartree
ratio of the two rises: 15.81
true rotation by 0.10 rad: change 2.8e-14 hartree
CARBON DIOXIDE, RHF/6-31G, minimum
C-O 1.1610 angstrom
largest element of H u, rigid u: 2.2e-07
principal moments of inertia (u bohr^2): -0.0000 153.9862 153.9862
nine wavenumbers (cm^-1): -0.0 0.0 0.0 0.4 0.4 656.6 656.6 1407.4 2374.5
H(O1z,O1z) 1.06500, H(O1z,O2z) -0.13404 hartree/bohr^2
H(O1x,O1x) 0.03559, H(O1x,O2x) 0.03559 hartree/bohr^2
1/m_O + 2/m_C = 0.229187 1/u
by hand: bend, sym., antisym. eigenvalue: 0.01631 0.07496 0.21336
by hand: bend, sym., antisym. (cm^-1): 656.6 1407.4 2374.5
SPRING MODELS, reduced units
linear saddle: negative, zero, positive = 2 5 2
chain without bending force: 0 7 2
four atoms: negative, zero, positive = 0 6 6
trajectory to t = 20, relative deviation from modes: 8.3e-05
```
